# Deflection of a Clamped Silicon Blister and Limits of the Plate Law

## The decision that depends on the result

When a measured blister height is to be converted into a gas pressure, one must decide whether a closed plate formula is enough or whether the film and its substrate need an elastic calculation. The formula is

$$w_0=\frac{3(1-\nu^2)pR^4}{16Eh^3}. \tag{1}$$

Here $w_0$ is the central rise, $h$ the film thickness, $R$ the cavity radius, $E$ Young's modulus and $\nu$ Poisson's ratio. The pressure $p$ is the excess of the gas over the outside.

Equation (1) is the leading result for $h\ll R$ and $w_0\ll h$. It assumes a uniform, isotropic, linearly elastic film without initial in-plane stress, whose rim neither moves nor turns. Silicon is cubic and a real rim is held by elastic material, so both idealizations are sized below.

The example has $h=400$ nm, $R=6$ µm, $p=2$ MPa, $E=160$ GPa and $\nu=0.22$, with vacuum outside.

## From bending strain to moments

Let $w(r)$ be positive outward and measure $z$ outward from the midplane. A prime denotes $d/dr$. In a thin plate, normals stay straight and normal to the midplane. A slope $w'$ then tilts them and gives the radial displacement $u_r=-zw'$. The radial and circumferential strains are

$$\varepsilon_r=u_r'=-zw'',\qquad \varepsilon_t=\frac{u_r}{r}=-\frac{zw'}{r}.$$

The normal stress through the thickness is of order $p$, while the bending stress is of order $p(R/h)^2$. The former is therefore neglected, which leaves plane stress:

$$\sigma_r=\frac{E}{1-\nu^2}(\varepsilon_r+\nu\varepsilon_t),\qquad
\sigma_t=\frac{E}{1-\nu^2}(\varepsilon_t+\nu\varepsilon_r).$$

The moments per length are $M_{r,t}=\int_{-h/2}^{h/2}z\sigma_{r,t}\,dz$. Since $\int z^2dz=h^3/12$,

$$M_r=-D\left(w''+\frac{\nu w'}r\right),\quad
M_t=-D\left(\frac{w'}r+\nu w''\right),\quad
D=\frac{Eh^3}{12(1-\nu^2)}. \tag{2}$$

## Equilibrium and its solution

Let $Q=\int\sigma_{rz}dz$ be the outward transverse force per length that the surrounding film exerts on a disc of radius $r$. Vertical balance of the disc is

$$2\pi rQ+\pi r^2p=0\quad\Rightarrow\quad Q=-\frac{pr}{2}. \tag{3}$$

Local radial equilibrium reads

$$\frac{\partial\sigma_r}{\partial r}+\frac{\sigma_r-\sigma_t}{r}+\frac{\partial\sigma_{rz}}{\partial z}=0.$$

Multiply by $z$ and integrate through the thickness. The last term is integrated by parts, and its boundary part vanishes because the faces carry no shear traction. Hence

$$M_r'+\frac{M_r-M_t}{r}=Q. \tag{4}$$

From (2), the two terms on the left are

$$M_r'=-D\left(w'''+\frac{\nu w''}{r}-\frac{\nu w'}{r^2}\right),\quad
\frac{M_r-M_t}{r}=-D(1-\nu)\left(\frac{w''}{r}-\frac{w'}{r^2}\right).$$

In their sum the terms in $\nu$ cancel. With (3),

$$D\left(w'''+\frac{w''}{r}-\frac{w'}{r^2}\right)
=D\frac{d}{dr}\left[\frac1r(rw')'\right]=\frac{pr}{2}. \tag{5}$$

Multiplying by $r$, differentiating and dividing by $r$ gives the equivalent form $D\nabla^4w=p$.

Integrate (5) once, multiply by $r$, and integrate again:

$$\frac1r(rw')'=\frac{pr^2}{4D}+A,\qquad
w'=\frac{pr^3}{16D}+\frac{Ar}{2}+\frac Br.$$

A finite slope at the centre requires $B=0$. The clamped condition $w'(R)=0$ gives $A=-pR^2/(8D)$, so

$$w'=-\frac{pr(R^2-r^2)}{16D}. \tag{6}$$

The slope is negative, as it must be for a film that falls from its centre to its rim. Since $w(R)=0$,

$$w(r)=-\int_r^R w'(s)\,ds=\frac{p}{16D}\int_r^R s(R^2-s^2)\,ds=\frac{p(R^2-r^2)^2}{64D}. \tag{7}$$

At the centre $w_0=pR^4/(64D)$. Inserting $D$ gives the factor $12/64=3/16$ and hence (1).

No non-axisymmetric solution has been missed. The difference $v$ of two solutions obeys $\nabla^4v=0$, with zero value and zero normal slope at the rim. Multiplying by $v$ and integrating by parts twice gives $\int(\nabla^2v)^2dA=0$, so $\nabla^2v=0$. Multiplying this by $v$ and integrating once gives $\int|\nabla v|^2dA=0$. Thus $v$ is constant, and its rim value makes it zero.

For the example,

$$D=\frac{(160\times10^9)(4\times10^{-7})^3}{12(1-0.22^2)}\ \text{N m}=8.97\times10^{-10}\ \text{N m},$$

$$w_0=\frac{(2\times10^6)(6\times10^{-6})^4}{64(8.97\times10^{-10})}\ \text{m}=45.2\ \text{nm}.$$

The ratios $h/R=0.067$ and $w_0/h=0.113$ are both small, but they do not control the error equally.

## Stress, volume and crack driving force

Differentiating (6) gives $w''(R)=pR^2/(8D)$. Because $w'(R)=0$, the rim moment is $M_r(R)=-pR^2/8$. Equation (2) also implies $\sigma_r=12M_rz/h^3$. The cavity-side face, $z=-h/2$, is therefore in tension at the rim:

$$\sigma_{\rm rim}=\frac{3pR^2}{4h^2}=337.5\ \text{MPa}.$$

This is the plate stress; it does not describe the local stress concentration at the cavity edge.

With $s=r^2/R^2$, the volume under the film is

$$V=\pi R^2w_0\int_0^1(1-s)^2ds=\frac{\pi R^2w_0}{3}=\frac{\pi pR^6}{192D}. \tag{8}$$

At fixed pressure the elastic energy is $pV/2$ and the load potential is $-pV$, so the total potential energy is $-pV/2$. The energy released per new cavity area is

$$\mathcal G=\frac{1}{2\pi R}\frac{d}{dR}\left(\frac{pV}{2}\right)
=\frac{1}{2\pi R}\frac{\pi p^2R^5}{64D}=\frac{p^2R^4}{128D}. \tag{9}$$

For the ideally clamped plate, $\mathcal G=0.045$ J/m². A rim that turns raises this value somewhat but does not change its order of magnitude. Separating intact silicon costs roughly a few J/m², so a fixed radius is reasonable if the implanted layer has not lost most of its strength.

## The elastic rim

The clamped condition is the weakest assumption in this example. If the rim turns so that $w'(R)=-\alpha$, the constant $A$ changes and adds the slope $-\alpha r/R$. Integration gives an added profile $\alpha(R^2-r^2)/(2R)$, or $\alpha R/2$ at the centre.

The rim moment deforms a region whose size is set by $h$. Dimensional analysis gives $\alpha=\chi h|M_r(R)|/D$ to leading order, with $\chi$ a pure number. For film and substrate of the same isotropic material the rim region is in plane strain and loaded by tractions, so its compliance depends only on $E/(1-\nu^2)$, which $D$ already contains; $\chi$ is then independent of $\nu$ and is about 0.62. With $|M_r(R)|=pR^2/8$,

$$\frac{\Delta w_0}{w_0}=\frac{\chi hpR^3/(16D)}{pR^4/(64D)}=4\chi\frac hR. \tag{10}$$

The error thus falls only linearly with $h/R$.

The coefficient was obtained from axisymmetric finite-element elasticity. Film and substrate had the same isotropic constants, and pressure acted on both faces of a flat cavity. The body extended to radius $4R$ and to depth $3R$ below the cavity. Relative to (1), the rise of the outer surface changed as follows:

| $h/R$ | Change |
|---:|---:|
| 0.0667 | +18.7 % |
| 0.0333 | +8.8 % |
| 0.0167 | +4.2 % |

Each halving of $h/R$ slightly more than halves the excess, as expected from a linear term with smaller higher-order terms. Dividing the change by $h/R$ gives 2.8, 2.6 and 2.5. A coarser mesh at the first ratio gave 18.4 %, so the mesh uncertainty is much smaller than the effect. The thinnest film is the least well resolved: refining the mesh on the scale of $h$ raises the last entry to about 4.3 % and its ratio to about 2.56, which still lies above the thin limit $4\chi\approx2.5$.

The example blister therefore rises by about 54 nm instead of 45 nm. If a rise of 54 nm were inverted with (1), the inferred pressure would be about 2.4 MPa instead of 2 MPa. For this $\nu$, a substrate of the same material and $h/R$ between 0.017 and 0.067, multiplying (1) by $1+kh/R$, with $k$ interpolated between about 2.55 and 2.8, removes most of this error.

## Transverse shear

Shear also adds to the rise when the rim is rigid. For a parabolic shear stress, $\tau=(3Q/2h)(1-4z^2/h^2)$, the energy per area is

$$\int_{-h/2}^{h/2}\frac{\tau^2}{2G}dz=\frac{6Q^2}{5(2Gh)},\qquad G=\frac{E}{2(1+\nu)}.$$

The effective shear stiffness is thus $\kappa Gh$ with $\kappa=5/6$. The added slope is $Q/(\kappa Gh)=-pr/(2\kappa Gh)$, whose integral gives a central rise $pR^2/(4\kappa Gh)$. Relative to (1),

$$\frac{\Delta w_0}{w_0}=\frac{16D}{\kappa GhR^2}=\frac{8}{3\kappa(1-\nu)}\left(\frac hR\right)^2. \tag{11}$$

This is 1.8 % here. Elasticity calculations for a film with a rigidly held rim gave 1.001 times the plate value at $h/R=0.02$. At $h/R=0.20$ the outer surface rose by 1.147 times the plate value and the midplane by about 1.16, against 1.164 from (11). The elastic-rim results already contain shear, so (11) must not be added to them.

## Stress present before inflation

Implantation can leave a film in compression. Let $N=\sigma h$ be the compressive force per length, with $\sigma>0$. The surrounding film pushes inward on a disc along the local slope, which contributes a vertical force $-Nw'$ per length. Balance becomes $Q=-pr/2+Nw'$. With $g=w'$ and $k^2=N/D$, equation (4) gives

$$g''+\frac{g'}r-\frac g{r^2}+k^2g=\frac{pr}{2D}.$$

A particular solution is $pr/(2N)$, and the regular homogeneous solution is $J_1(kr)$. Imposing $g(R)=0$,

$$g=\frac{p}{2N}\left[r-R\frac{J_1(kr)}{J_1(kR)}\right].$$

Since $\int_0^RJ_1(kr)dr=[1-J_0(kR)]/k$, the rise $-\int_0^Rg\,dr$ is, with $x=kR$,

$$w_{0,\sigma}=\frac{pR^2}{\sigma h}\left[\frac{1-J_0(x)}{2xJ_1(x)}-\frac14\right]. \tag{12}$$

For small $x$, the series of the Bessel functions turn the bracket into $(x^2/64)(1+5x^2/72+\ldots)$. This recovers (1) and shows that weak compression raises the film. The response diverges when $x$ reaches the first positive zero of $J_1$. The stress $\sigma=x^2D/(R^2h)$ at that point is the clamped buckling stress, 914 MPa here.

An assumed compression of 100 MPa gives $x^2=1.61$ and raises $w_0$ by 12.5 %. The compression is well below buckling, yet its effect on an inferred pressure is not negligible.

## Stretching at larger deflection

An immovable rim forces a bent film to stretch. Put $\rho=r/R$, $W_1=w_0/h$ and $\theta=d(1-\rho^2)^2/d\rho=-4\rho(1-\rho^2)$. From here to (13), primes denote $d/d\rho$. Write the in-plane displacement as $(h^2/R)W_1^2U(\rho)$. The midplane strains, in units of $(h/R)^2W_1^2$, are $U'+\theta^2/2$ and $U/\rho$. In-plane balance, $N_r'+(N_r-N_t)/\rho=0$, becomes

$$U''+\frac{U'}\rho-\frac U{\rho^2}=-\theta\theta'-\frac{1-\nu}{2\rho}\theta^2$$
$$=-(24-8\nu)\rho+(80-16\nu)\rho^3-(56-8\nu)\rho^5.$$

The left side turns $\rho^m$ into $(m^2-1)\rho^{m-2}$. Matching powers and imposing $U(1)=0$ gives

$$U=\frac{5-3\nu}{6}\rho-(3-\nu)\rho^3+\frac{10-2\nu}{3}\rho^5-\frac{7-\nu}{6}\rho^7.$$

The radial tension is $N_r=(D/R^2)W_1^2n$, where

$$n=12\left(U'+\frac{\theta^2}{2}+\frac{\nu U}{\rho}\right)
=2(1+\nu)\left[5-3\nu-(1-\nu)(6\rho^2-4\rho^4+\rho^6)\right].$$

Tension adds $N_rw'$ to the right side of (5). If the deflection correction is $hW_1^3F(\rho)$ and $q=F'$, then

$$q''+\frac{q'}\rho-\frac q{\rho^2}=n\theta=\sum_m b_m\rho^m,\qquad q(1)=0.$$

Each term gives $q_m=b_m(\rho^{m+2}-\rho)/[(m+1)(m+3)]$. Its contribution to $F(0)=-\int_0^1q\,d\rho$ is $b_m/[2(m+3)^2]$. With $a=5-3\nu$ and $b=1-\nu$,

$$n\theta=-8(1+\nu)\left[a\rho-(a+6b)\rho^3+10b\rho^5-5b\rho^7+b\rho^9\right].$$

Therefore $w(0)/h=W_1-cW_1^3+\ldots$, where

$$c=4(1+\nu)\left[\frac a{16}-\frac{a+6b}{36}+\frac{10b}{64}-\frac{5b}{100}+\frac b{144}\right]
=\frac{(1+\nu)(173-73\nu)}{360}. \tag{13}$$

For the example $c=0.532$, and the leading relative change is $-0.532(0.113)^2=-0.7\%$. Numerical solution of the full nonlinear plate equations also gives $-0.7\%$. Stretching opposes the rise and grows as $(w_0/h)^2$. The leading estimate reaches 5 % near $w_0/h=0.3$, where the nonlinear equations should replace (1) if that error matters.

## Cubic silicon

For a (001) film with axes along the cube edges, the moments are $M_x=-(D_{11}w_{xx}+D_{12}w_{yy})$, the same with $x$ and $y$ exchanged for $M_y$, and $M_{xy}=-2D_{66}w_{xy}$. The balance $M_{x,xx}+2M_{xy,xy}+M_{y,yy}=-p$ gives

$$D_{11}(w_{xxxx}+w_{yyyy})+2(D_{12}+2D_{66})w_{xxyy}=p.$$

Try $w=w_0(1-r^2/R^2)^2$, which meets the clamped conditions. Its quartic part is $w_0(x^4+2x^2y^2+y^4)/R^4$, so the derivatives are $w_{xxxx}=w_{yyyy}=24w_0/R^4$ and $w_{xxyy}=8w_0/R^4$. The equation holds at every point if

$$w_0=\frac{pR^4}{64D_c},\qquad D_c=\frac{3D_{11}+D_{12}+2D_{66}}4. \tag{14}$$

The circular profile survives although the stiffness depends on direction. In plane stress the rigidities are $h^3/12$ times $C_{11}-C_{12}^2/C_{11}$, $C_{12}-C_{12}^2/C_{11}$ and $C_{44}$, respectively. As an illustration, the inputs 166, 64 and 80 GPa are assumed for $C_{11}$, $C_{12}$ and $C_{44}$; they are not quoted as measured values. They give $D_c=8.31\times10^{-10}$ N m, and the rise is then 7.9 % larger than with the chosen isotropic constants. This difference depends on both sets of inputs.

## Gas, temperature and the real case

For an ideal gas and the clamped volume (8), $pV/(k_BT)$ gives $8.2\times10^8$ molecules at 300 K, or $7.3\times10^{14}$ cm$^{-2}$ of blister area. The profile added by a turning rim raises the volume by 1.5 times the relative change in the central rise, so with the elastic rim the count is nearly 30 % higher. If this gas stays sealed and the blister is its whole volume, (8) gives $V\propto p$ at fixed $R$ and $D$. Then $pV\propto T$ implies $p\propto\sqrt T$. Heating to 700 K raises $p$ to $2\sqrt{700/300}=3.06$ MPa and the linear rise to 69 nm. An assumed softening of 60 ppm/K would add 2.5 % at fixed pressure. For the sealed gas, $V\propto p/E$ makes $p\propto\sqrt E$ at a given temperature, so the rise varies as $E^{-1/2}$ and the softening adds only about 1.2 %.

The dimensions are in the regime of blisters in hydrogen-implanted, annealed silicon, where films are roughly some hundreds of nanometres thick and radii are micrometres. The pressure is a deliberately gentle choice. Hydrogen doses used for blistering are roughly several $10^{16}$ atoms/cm$^2$, so the gas in this example is a small part of such a dose. A blister that collects more gas can leave the small-deflection regime. Of the assumptions sized here at fixed $p$, the rigid rim costs most, about 19 %, followed by the assumed film compression, about 13 %. If 2 MPa were an absolute pressure and the outside were at 1 atm, the rise would fall by 5 %. These changes were calculated one at a time and need not add. Plastic flow, roughness, a damage profile through the film and non-ideal gas behaviour are not included.

For inversion, (1) gives $p=16Eh^3w_0/[3(1-\nu^2)R^4]$. At fixed values of the other inputs, a 1 % error in $R$ changes $p$ by about 4 %, and a 1 % error in $h$ changes it by about 3 %. The numerical output below lists the inputs and separate corrections.

## Values computed for the example and the checks

```
Thickness h: 400 nm
Radius R: 6.0 um
Excess pressure p: 2.00 MPa
Young's modulus E: 160 GPa
Poisson's ratio nu: 0.22 (dimensionless)
Thickness/radius h/R: 0.0667 (dimensionless)
Bending rigidity D: 8.9674e-10 N m
Central deflection w0: 45.16 nm
Deflection/thickness w0/h: 0.1129 (dimensionless)
Numerical linear plate deflection: 45.16 nm
Rim moment per length, magnitude: 9.000e-06 N
Rim bending stress, magnitude: 337.5 MPa
Energy release rate: 0.0452 J/m^2
Blister volume: 1.703 um^3
Gas molecules at 300 K: 8.221e+08
Gas per blister area: 7.269e+14 cm^-2
3D/plate rise, clamped, h/R=0.02: 1.0011
3D/plate rise, clamped, h/R=0.20: 1.1466
Shear-estimate ratio, h/R=0.20: 1.1641
Elastic-rim 3D change at h/R=0.0667: +18.68 %
Elastic-rim 3D change at h/R=0.0333: +8.76 %
Elastic-rim 3D change at h/R=0.0167: +4.22 %
Same, coarse mesh, h/R=0.0667: +18.41 %
Elastic-rim 3D deflection: 53.60 nm
Assumed film compression: 100 MPa
Compression change of w0: +12.53 %
Clamped buckling stress: 914 MPa
Stretching coefficient c(nu): -(nu + 1)*(73*nu - 173)/360
Stretching coefficient c: 0.5319 (dimensionless)
Stretching change of w0: -0.66 %
Shear change of w0: +1.82 %
Cubic constants C11, C12, C44: 166, 64, 80 GPa
Cubic (001) rigidity: 8.3107e-10 N m
Cubic-stiffness change of w0: +7.90 %
Change if outside is 1 atm: -5.07 %
Hot temperature: 700 K
Closed-gas pressure when hot: 3.055 MPa
Hot linear deflection, fixed E: 68.99 nm
Assumed softening of E: 60 ppm/K
Softening change of w0 at fixed p: +2.46 %
```
